**Biaxial modulus of cubic (001) and (111) films**

The program tests $1/M=2/(9B)+1/(6G)$, where $M$ is in-plane stress divided by equal in-plane strain, $B=(C_{11}+2C_{12})/3$, and $G=(C_{11}-C_{12})/2$ for (001) or $G=C_{44}$ for (111). It solves the free-surface problem symbolically and, for 25 random stable crystals, numerically from the full stiffness tensor. It also asserts the normal strain, the volumetric energy share and the incompressible limit $M\to6G$. A scan of film normals for the example crystal finds unequal in-plane stresses at every sampled direction more than 3° from [001] and [111]. For rough constants in the silicon-germanium regime, the output gives $M=162$ GPa for (001) and 213 GPa for (111). The incompressible values are 67 % and 111 % higher, so that limit is a poor estimate for this example. The remaining lines size neglected effects from rough inputs, including surface stress, temperature, third-order elasticity and the onset of misfit dislocations.

## Numerical check

```python
"""
Result under test: for a cubic film with a free surface and equal in-plane
strain e, the in-plane stress is M*e with
    1/M = 2/(9 B) + 1/(6 G),   B = (C11 + 2 C12)/3,
    G = (C11 - C12)/2 for a (001) film,  G = C44 for a (111) film.
C11, C12, C44: cubic elastic constants; B: bulk modulus; G: shear modulus.
n: unit film normal. Moduli and stresses in GPa, lengths in nm.
GPa*nm equals N/m. Tension is positive.
The example uses rough values in the regime of a SiGe film on silicon.
"""
import numpy as np
import sympy as sp
from scipy.constants import e as charge
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

I3 = np.eye(3)
N001 = np.array([0.0, 0.0, 1.0])
N111 = np.ones(3) / np.sqrt(3)
N110 = np.array([1.0, 1.0, 0.0]) / np.sqrt(2)


def stiffness(c11, c12, c44):
    """Full fourth-rank cubic stiffness tensor in cube axes."""
    c = c12 * np.einsum('ij,kl->ijkl', I3, I3)
    c = c + c44 * (np.einsum('ik,jl->ijkl', I3, I3)
                   + np.einsum('il,jk->ijkl', I3, I3))
    for m in range(3):
        c[m, m, m, m] += c11 - c12 - 2 * c44
    return c


def film(c, n, inplane):
    """Impose in-plane strain, solve zero traction on n; strain and stress."""
    acoustic = np.einsum('ijkl,j,l->ik', c, n, n)
    traction = np.einsum('ijkl,kl,j->i', c, inplane, n)
    a = np.linalg.solve(acoustic, -traction)
    strain = inplane + (np.outer(n, a) + np.outer(a, n)) / 2
    return strain, np.einsum('ijkl,kl->ij', c, strain)


def plane(n):
    return I3 - np.outer(n, n)


def identity_modulus(bulk, shear):
    return 1 / (2 / (9 * bulk) + 1 / (6 * shear))


# Symbolic solution of the free-surface problem, all normal strains free.
s11, s12, s44 = sp.symbols('C11 C12 C44', positive=True)
unknown = sp.Matrix(sp.symbols('a1:4'))
sym_bulk = (s11 + 2 * s12) / 3
closed = {(0, 0, 1): s11 + s12 - 2 * s12**2 / s11,
          (1, 1, 1): 6 * s44 * (s11 + 2 * s12) / (s11 + 2 * s12 + 4 * s44)}
for direction, sym_shear in (((0, 0, 1), (s11 - s12) / 2), ((1, 1, 1), s44)):
    m = sp.Matrix(direction)
    projector = sp.eye(3) - m * m.T / m.dot(m)
    strain = projector + (m * unknown.T + unknown * m.T) / 2
    stress = sp.Matrix(3, 3, lambda i, j:
                       (s11 - s12) * strain[i, i] + s12 * strain.trace()
                       if i == j else 2 * s44 * strain[i, j])
    root = sp.solve(list(stress * m), list(unknown), dict=True)[0]
    stress = stress.subs(root)
    sym_m = sp.simplify(stress.trace() / 2)
    assert sp.simplify(1 / sym_m - 2 / (9 * sym_bulk)
                       - 1 / (6 * sym_shear)) == 0
    assert sp.simplify(sym_m - closed[direction]) == 0
    assert (stress - sym_m * projector).applyfunc(sp.simplify) == sp.zeros(3, 3)

# Random stable crystals: modulus, normal strain, energy share, eigenvalues,
# and the strain produced by equal biaxial stress on an arbitrary plane.
rng = np.random.default_rng(4)
for _ in range(25):
    bulk, g1, g2 = rng.uniform(20, 200, 3)
    c = stiffness(bulk + 4 * g1 / 3, bulk - 2 * g1 / 3, g2)
    spectrum = np.linalg.eigvalsh(c.reshape(9, 9))
    expected = np.sort([0, 0, 0, 3 * bulk] + [2 * g1] * 2 + [2 * g2] * 3)
    assert np.allclose(spectrum, expected, atol=1e-9)
    for n, g in ((N001, g1), (N111, g2)):
        strain, stress = film(c, n, plane(n))
        modulus = np.trace(stress) / 2
        assert np.isclose(modulus, identity_modulus(bulk, g), rtol=1e-10)
        assert modulus < min(6 * g, 4.5 * bulk)
        assert np.isclose(-n @ strain @ n, 2 - 2 * modulus / (3 * bulk))
        energy = np.sum(stress * strain) / 2
        volumetric = bulk * np.trace(strain)**2 / 2
        assert np.isclose(energy, modulus)
        assert np.isclose(volumetric / energy, 2 * modulus / (9 * bulk))
    n = rng.normal(size=3)
    n /= np.linalg.norm(n)
    deviator = np.outer(n, n) - I3 / 3
    diagonal = np.diag(np.diag(deviator))
    strain = (2 * I3 / (9 * bulk) - diagonal / (2 * g1)
              - (deviator - diagonal) / (2 * g2))
    assert np.allclose(np.einsum('ijkl,kl->ij', c, strain), plane(n))

# Rough example parameters.
C11, C12, C44 = 150.0, 60.0, 75.0
misfit, thickness, wafer = -0.01, 5.0, 0.7e6
B = (C11 + 2 * C12) / 3
shear = {'001': (C11 - C12) / 2, '111': C44}
normal = {'001': N001, '111': N111}
C = stiffness(C11, C12, C44)


def stress_spread(n):
    """Difference of the two principal in-plane stresses over their mean."""
    s = film(C, n, plane(n))[1]
    difference2 = 2 * np.sum(s * s) - np.trace(s)**2
    return np.sqrt(max(difference2, 0.0)) / (np.trace(s) / 2)


# Scan all distinct normals: equal stress occurs at [001] and [111] only.
assert stress_spread(N001) < 1e-6 and stress_spread(N111) < 1e-6
spreads = []
for x in np.linspace(0, 1, 41):
    for y in np.linspace(x, 1, 21):
        n = np.array([x, y, 1.0])
        n /= np.linalg.norm(n)
        if max(n @ N001, n @ N111) < np.cos(np.radians(3)):
            spreads.append(stress_spread(n))
assert min(spreads) > 1e-4

# Incompressible limit at fixed shear moduli.
g1, g2 = shear['001'], shear['111']
for n, g in ((N001, g1), (N111, g2)):
    big = 1e4 * g
    c = stiffness(big + 4 * g1 / 3, big - 2 * g1 / 3, g2)
    strain, stress = film(c, n, plane(n))
    modulus = np.trace(stress) / 2
    assert abs((1 - modulus / (6 * g)) * big / g - 4 / 3) < 1e-3
    assert abs(np.trace(strain)) < 1e-3
    assert abs(np.trace(stress) / 3 / (4 * g) - 1) < 1e-3
    assert abs(n @ strain @ n + 2) < 1e-3

# Isotropic solid: Young's modulus from a separate uniaxial-stress problem.
big = 1e4 * g1
normal_block = np.full((3, 3), big - 2 * g1 / 3) + 2 * g1 * I3
pull = np.linalg.solve(normal_block, [1.0, 0.0, 0.0])
young = 1 / pull[0]
iso = stiffness(big + 4 * g1 / 3, big - 2 * g1 / 3, g1)
iso_modulus = np.trace(film(iso, N110, plane(N110))[1]) / 2
assert np.isclose(iso_modulus, young / (1 + pull[1] / pull[0]), rtol=1e-7)
assert abs(iso_modulus / young - 2) < 1e-3


def energy3(strain, second, third):
    """Energy density through third order in Lagrangian strain."""
    c11, c12, c44 = second
    c111, c112, c123, c144, c155, c456 = third
    d = np.diag(strain)
    g = 2 * np.array([strain[1, 2], strain[0, 2], strain[0, 1]])
    t = d.sum()
    quadratic = ((c11 - c12) * (d @ d) + c12 * t**2 + c44 * (g @ g)) / 2
    cubic = (c111 * np.sum(d**3) / 6 + c112 * np.sum(d**2 * (t - d)) / 2
             + c123 * np.prod(d) + c144 * np.sum(d * g**2) / 2
             + c155 * np.sum((t - d) * g**2) / 2 + c456 * np.prod(g))
    return quadratic + cubic


def nonlinear_energy(n, e, second, third):
    eta = e + e**2 / 2
    nn = np.outer(n, n)

    def u(x):
        return energy3(eta * (I3 - nn) + x * nn, second, third)
    span = 4 * abs(e)
    return minimize_scalar(u, bounds=(-span, span), method='bounded',
                           options={'xatol': 1e-7 * abs(e)}).fun


# An isotropic third-order solid must give the same energy on both planes.
v1, v2, v3 = -50.0, -175.0, 40.0
iso3 = (v1 + 6 * v2 + 8 * v3, v1 + 2 * v2, v1, v2, v2 + 2 * v3, v3)
iso2 = (C11, C12, (C11 - C12) / 2)
assert np.isclose(nonlinear_energy(N001, misfit, iso2, iso3),
                  nonlinear_energy(N111, misfit, iso2, iso3), rtol=1e-8)

third_order = (-750.0, -400.0, -50.0, 0.0, -300.0, -50.0)
M, nonlinear = {}, {}
for key, n in normal.items():
    M[key] = np.trace(film(C, n, plane(n))[1]) / 2
    tiny = nonlinear_energy(n, 1e-5, (C11, C12, C44), third_order)
    assert abs(tiny / (M[key] * 1e-10) - 1) < 1e-3
    full = nonlinear_energy(n, misfit, (C11, C12, C44), third_order)
    nonlinear[key] = full / (M[key] * misfit**2) - 1

# Wafer stretching and bending: exact two-layer plate, equal moduli.
r = thickness / wafer
top = 1 + r
matrix = np.array([[top, top**2 / 2], [top**2 / 2, top**3 / 3]])
load = -np.array([r, r + r**2 / 2])
wafer_relief = -np.linalg.solve(matrix, load).sum()
assert np.isclose(wafer_relief, 4 * r, rtol=1e-3)

# Dislocation onset in the (001) film: energy gain against line energy.
burgers = 0.39
inplane = misfit * plane(N001)
step = 1e-6
relaxed = inplane + np.diag([step, 0, 0])
u0, u1 = (np.sum(np.multiply(*film(C, N001, x))) / 2
          for x in (inplane, relaxed))
assert np.isclose((u0 - u1) / step, M['001'] * abs(misfit), rtol=1e-3)
g_line = min(shear.values())


def line_energy(h):
    return g_line * burgers**2 / (4 * np.pi) * np.log(4 * h / burgers)


direct = quad(lambda x: g_line / 2 * (burgers / (2 * np.pi * x))**2
              * 2 * np.pi * x, burgers / 4, thickness)[0]
assert np.isclose(direct, line_energy(thickness), rtol=1e-7)
critical = brentq(lambda h: M['001'] * abs(misfit) * h * burgers / 2
                  - line_energy(h), burgers, 100 * burgers)
assert critical > thickness

# Remaining rough sizes.
cold, hot = 300.0, 900.0
softening_rate, expansion_gap, surface_stress = 1e-4, 1e-6, 1.0
softening = softening_rate * (hot - cold)
thermal = expansion_gap * (hot - cold) / abs(misfit)
to_ev_a3 = 1e9 * 1e-30 / charge
to_ev_nm2 = 1.0 * 1e-18 / charge

print(f"C11, C12, C44 (rough inputs): {C11:.0f}, {C12:.0f}, {C44:.0f} GPa")
print(f"in-plane strain: {100 * misfit:.1f} %")
print(f"film thickness: {thickness:.1f} nm")
print(f"bulk modulus B: {B:.1f} GPa")
for key in normal:
    g, mod = shear[key], M[key]
    strain, stress = film(C, normal[key], misfit * plane(normal[key]))
    print(f"({key}) shear modulus G: {g:.1f} GPa")
    print(f"({key}) ratio B/G: {B / g:.2f}")
    print(f"({key}) 2/(9B): {2 / (9 * B):.6f} 1/GPa")
    print(f"({key}) 1/(6G): {1 / (6 * g):.6f} 1/GPa")
    print(f"({key}) biaxial modulus M: {mod:.1f} GPa"
          f" = {mod * to_ev_a3:.3f} eV/angstrom^3")
    print(f"({key}) incompressible value 6G: {6 * g:.1f} GPa")
    print(f"({key}) excess of 6G over M: {100 * (6 * g / mod - 1):.1f} %")
    print(f"({key}) film stress: {np.trace(stress) / 2:.3f} GPa")
    print(f"({key}) normal strain:"
          f" {100 * (normal[key] @ strain @ normal[key]):.3f} %")
    print(f"({key}) volume strain: {100 * np.trace(strain):.3f} %")
    print(f"({key}) volumetric energy share: {200 * mod / (9 * B):.1f} %")
    print(f"({key}) elastic energy per area:"
          f" {mod * misfit**2 * thickness * to_ev_nm2:.3f} eV/nm^2")
    print(f"({key}) third-order energy change: {100 * nonlinear[key]:.2f} %")
print(f"ratio M111/M001: {M['111'] / M['001']:.3f}")
print(f"incompressible ratio C44/G': {g2 / g1:.3f}")
s110 = film(C, N110, misfit * plane(N110))[1]
t110 = np.array([1.0, -1.0, 0.0]) / np.sqrt(2)
print(f"(110) stress along [1-10]: {t110 @ s110 @ t110:.3f} GPa")
print(f"(110) stress along [001]: {s110[2, 2]:.3f} GPa")
for ratio in (1, 10, 100):
    c = stiffness((ratio + 4 / 3) * g1, (ratio - 2 / 3) * g1, g2)
    value = np.trace(film(c, N001, plane(N001))[1]) / 2
    print(f"(001) M/(6G) at B/G = {ratio}: {value / (6 * g1):.4f}")
print(f"use and growth temperature: {cold:.0f}, {hot:.0f} K")
print(f"softening at growth (rough 1e-4 per K): {100 * softening:.1f} %")
print(f"thermal misfit / misfit (rough 1e-6 per K): {100 * thermal:.1f} %")
print(f"surface stress (rough input): {surface_stress:.1f} N/m")
print(f"(001) surface stress / film force:"
      f" {100 * surface_stress / (M['001'] * abs(misfit) * thickness):.1f} %")
print(f"wafer thickness: {wafer * 1e-6:.1f} mm")
print(f"strain relief by the wafer: {100 * wafer_relief:.4f} %")
print(f"Burgers vector length (rough input): {burgers:.2f} nm")
print(f"(001) dislocation onset thickness (rough): {critical:.1f} nm")
print("verified")
```

Running it gives:

```
C11, C12, C44 (rough inputs): 150, 60, 75 GPa
in-plane strain: -1.0 %
film thickness: 5.0 nm
bulk modulus B: 90.0 GPa
(001) shear modulus G: 45.0 GPa
(001) ratio B/G: 2.00
(001) 2/(9B): 0.002469 1/GPa
(001) 1/(6G): 0.003704 1/GPa
(001) biaxial modulus M: 162.0 GPa = 1.011 eV/angstrom^3
(001) incompressible value 6G: 270.0 GPa
(001) excess of 6G over M: 66.7 %
(001) film stress: -1.620 GPa
(001) normal strain: 0.800 %
(001) volume strain: -1.200 %
(001) volumetric energy share: 40.0 %
(001) elastic energy per area: 0.506 eV/nm^2
(001) third-order energy change: 1.93 %
(111) shear modulus G: 75.0 GPa
(111) ratio B/G: 1.20
(111) 2/(9B): 0.002469 1/GPa
(111) 1/(6G): 0.002222 1/GPa
(111) biaxial modulus M: 213.2 GPa = 1.330 eV/angstrom^3
(111) incompressible value 6G: 450.0 GPa
(111) excess of 6G over M: 111.1 %
(111) film stress: -2.132 GPa
(111) normal strain: 0.421 %
(111) volume strain: -1.579 %
(111) volumetric energy share: 52.6 %
(111) elastic energy per area: 0.665 eV/nm^2
(111) third-order energy change: 1.86 %
ratio M111/M001: 1.316
incompressible ratio C44/G': 1.667
(110) stress along [1-10]: -2.250 GPa
(110) stress along [001]: -1.800 GPa
(001) M/(6G) at B/G = 1: 0.4286
(001) M/(6G) at B/G = 10: 0.8824
(001) M/(6G) at B/G = 100: 0.9868
use and growth temperature: 300, 900 K
softening at growth (rough 1e-4 per K): 6.0 %
thermal misfit / misfit (rough 1e-6 per K): 6.0 %
surface stress (rough input): 1.0 N/m
(001) surface stress / film force: 12.3 %
wafer thickness: 0.7 mm
strain relief by the wafer: 0.0029 %
Burgers vector length (rough input): 0.39 nm
(001) dislocation onset thickness (rough): 7.5 nm
verified
```
